# Mean-field ordering temperature, Néel hyperbola and compensation point of a ferrimagnet

## Problem

Spins interact through $H=-\sum_{\text{pairs}}J_{ij}\,\mathbf S_i\cdot\mathbf S_j-\mu_BB\sum_ig_iS_i^z$. Each pair is counted once, $\mathbf S_i$ is taken along the magnetic moment, and energies are in kelvin ($k_B=1$). Sublattice $p$ has $n_p$ sites per cell, spin $S_p$ and factor $g_p$. The summed coupling is $J_{pq}=\sum_{j\in q}J_{ij}$ for $i\in p$. Counting the $p$–$q$ bonds of a cell from either end gives $n_pJ_{pq}=n_qJ_{qp}$.

Within mean-field theory: (a) find the ordering temperature $T_c$ for any number of sublattices; (b) find $1/\chi(T)$ above $T_c$ for two sublattices; (c) find where below $T_c$ the net moment vanishes; (d) evaluate these for a model with round parameters. A has $n=2$, $S=1$, $g=2.2$ on a simple cubic lattice. B has $n=1$, $S=7/2$, $g=2$ on an fcc lattice, interpenetrating as in fluorite. An A site has 6 A neighbours ($J_1=100$ K) and 4 B neighbours ($J_2=-12$ K), a B site has 8 A neighbours, and B–B exchange is zero. Thus $J_{AA}=600$, $J_{AB}=-48$, $J_{BA}=-96$, $J_{BB}=0$ K.

## First estimate

A spin in a weak field $h$ obeys the Curie law $m=\langle S^z\rangle\approx c\,h/T$ with $c=S(S+1)/3$, so $c_A=2/3$, $c_B=5.25$. The largest coupling is $J_{AA}$. With $h=J_{AA}m_A$, A sustains its own moment at $T\approx c_AJ_{AA}=400$ K. B feeds back: it acquires $m_B=c_BJ_{BA}m_A/T$, which adds $J_{AB}m_B$ to the field on A and raises the estimate by $c_Ac_BJ_{AB}J_{BA}/T\approx16128/400=40.3$ K, to 440.3 K.

For $\chi$, drop the A–B coupling. In units of $\mu_B^2/k_B$ per cell the Curie constants $C_p=n_pg_p^2c_p$ are $C_A=6.453$, $C_B=21$, $C=C_A+C_B=27.453$, and $\chi\approx C_A/(T-400)+C_B/T$. At large $T$ this is $C/T+400\,C_A/T^2$, a Curie–Weiss law with $\theta_p\approx400\,C_A/C=94.0$ K. The continued $\chi$ vanishes, and $1/\chi$ has a pole, where $C_AT+C_B(T-400)=0$, at $\theta'\approx400\,C_B/C=306.0$ K.

At $T=0$ the moments are 4.40 and 7.00 $\mu_B$ per cell, so B dominates, but it sits in the weak field of A. Compensation needs $|m_B|=\rho\,m_A$ with $\rho=n_Ag_A/(n_Bg_B)=2.2$. The Curie law gives $|m_B|=c_B|J_{BA}|m_A/T$, so $T_{\rm comp}\approx5.25\times96/2.2=229.1$ K.

## Exact mean-field solution

### Self-consistency

Take the product state $\propto\prod_ie^{\mathbf x_i\cdot\mathbf S_i}$ with $\mathbf x_i=\mathbf x_p$ on sublattice $p$. A geometric sum over $S^z$ along $\mathbf x$ gives $Z=\sinh(\alpha x)/\sinh(\beta x)$, $\alpha=S+\tfrac12$, $\beta=\tfrac12$. Then $\mathbf m=\partial\ln Z/\partial\mathbf x$ is parallel to $\mathbf x$, with length
$$f(x)=\alpha\coth\alpha x-\beta\coth\beta x .$$
Averages on different sites factorise, and the entropy per site is $\ln Z-\mathbf x\cdot\mathbf m$, so per cell
$$F=-\tfrac12\sum_{pq}n_pJ_{pq}\mathbf m_p\cdot\mathbf m_q-\mu_BB\sum_pn_pg_pm_p^z+T\sum_pn_p(\mathbf x_p\cdot\mathbf m_p-\ln Z_p).$$
The $\tfrac12$ undoes the double counting. The mean-field state is the minimum of $F$. Since $d\ln Z=\mathbf m\cdot d\mathbf x$ cancels the term $\mathbf m\cdot d\mathbf x$, and $n_pJ_{pq}$ is symmetric, $dF=\sum_pn_p(T\mathbf x_p-\mathbf h_p)\cdot d\mathbf m_p$ with $\mathbf h_p=\sum_qJ_{pq}\mathbf m_q+g_p\mu_BB\hat{\mathbf z}$. The map $\mathbf x\to\mathbf m$ is invertible, because $f'$ is the variance of $S^z$ and is positive. A minimum lies at $|\mathbf m_p|<S_p$ for $T>0$, because the slope $T\mathbf x_p$ diverges at saturation. Hence
$$T\mathbf x_p=\mathbf h_p,\qquad|\mathbf m_p|=f_p(|\mathbf x_p|).\tag{1}$$

From $\coth y=1/y+y/3-y^3/45+\dots$, the $1/x$ terms cancel and $f=(\alpha^2-\beta^2)x/3-(\alpha^4-\beta^4)x^3/45$. With $\alpha^2-\beta^2=S(S+1)$ and $\alpha^2+\beta^2=S^2+S+\tfrac12$,
$$f=cx-\kappa x^3+\dots,\qquad\kappa=S(S+1)(2S^2+2S+1)/90 .$$

The function $f$ is strictly concave for $x>0$. Two derivatives give $x^3f''/2=\psi(\alpha x)-\psi(\beta x)$ with $\psi(y)=y^3\cosh y/\sinh^3y$, so it suffices that $\psi$ decreases. Its logarithmic derivative $3/y+\tanh y-3\coth y$, multiplied by the positive $y\sinh y\cosh y$, is $3\sinh y\cosh y-y(2\cosh^2y+1)=\tfrac12[3\sinh z-z(\cosh z+2)]$ with $z=2y$. In the bracket the coefficient of $z$ is $3-3=0$, and that of $z^{2k+1}$, $k\ge1$, is $(2-2k)/(2k+1)!$, zero for $k=1$ and negative beyond. With $f(0)=0$, concavity gives $f(x)<cx$ and $f(\tau x)>\tau f(x)$ for $0<\tau<1$.

### (a) Ordering temperature

Set $B=0$ and define
$$\mathbf u_p=\sqrt{n_p/c_p}\;\mathbf m_p,\qquad M_{pq}=\sqrt{c_pc_qn_p/n_q}\;J_{pq}=\sqrt{\frac{c_pc_q}{n_pn_q}}\;n_pJ_{pq}.$$
The last form shows that $M$ is symmetric, and $\sum n_pJ_{pq}\mathbf m_p\cdot\mathbf m_q=u^TMu$, summed over Cartesian components. For small moments $\mathbf x=\mathbf m/c$ and $\ln Z=\ln(2S+1)+cx^2/2$, so $\mathbf x\cdot\mathbf m-\ln Z=m^2/2c-\ln(2S+1)$ and
$$F-F(0)=\tfrac12u^T(T-M)u+O(u^4).$$
Let $\lambda_+$ be the algebraically largest eigenvalue of $M$, with unit eigenvector $e_+$. For $T<\lambda_+$, $F$ falls along $e_+$, so the minimum is ordered. For $T\ge\lambda_+$, (1) has no nonzero solution. Indeed $f<cx$ gives $\mathbf x_p\cdot\mathbf m_p\ge m_p^2/c_p$, strictly where $\mathbf m_p\ne0$. Multiplying by $Tn_p$, summing and using (1) gives $u^TMu>T|u|^2$, while $u^TMu\le\lambda_+|u|^2$. Therefore
$$T_c=\lambda_+(M),$$
and no first-order transition occurs above it in this bilinear model. If $\lambda_+\le0$, these sublattices do not order. A negative eigenvalue makes $T-\lambda$ larger, so the largest modulus is irrelevant. The linearised form of (1), $Tm_p=c_p\sum_qJ_{pq}m_q$, becomes $Tu=Mu$ on multiplying by $\sqrt{n_p/c_p}$, so the spin weights belong in the matrix. When all $c_p$ equal $c$, the eigenvalues are $c$ times those of $J$.

The result covers states uniform on the chosen sublattices. The unrestricted mean-field $T_c$ is the top eigenvalue of the site matrix $\sqrt{c_ic_j}J_{ij}$, which is the same argument with every site as its own sublattice.

For nondegenerate $\lambda_+$ the onset follows from inverting the series, $x=m/c+\kappa m^3/c^4$. Multiplying (1) by $\sqrt{n_pc_p}$ gives $Tu_p+T\kappa_pu_p^3/(c_p^2n_p)=(Mu)_p$. As $u\to0$ its direction satisfies the linear equation, so $u=Ae_++O(A^3)$, and projection on $e_+$ gives, to leading order,
$$A^2=\frac{(T_c-T)/T}{\sum_p\kappa_pe_{+p}^4/(c_p^2n_p)},\qquad\mu=\mu_B\sum_pn_pg_pm_p=\mu_BA\,v\cdot e_+,\qquad v_p=g_p\sqrt{n_pc_p}.\tag{2}$$

### (b) Susceptibility

Above $T_c$ and to first order in $B$, the same multiplication turns (1) into $(T-M)u=\mu_BB\,v$, and $\mu=\mu_B\,v\cdot u$. With $B$ the applied field and demagnetisation ignored, in units of $\mu_B^2/k_B$ per cell,
$$\chi=v^T(T-M)^{-1}v=\sum_k\frac{(v\cdot e_k)^2}{T-\lambda_k},\qquad|v|^2=\sum_pC_p=C .$$
For two sublattices use the orthonormal basis $\hat v=(v_A,v_B)/\sqrt C$, $\hat t=(-v_B,v_A)/\sqrt C$, and name the elements $\theta_p=\hat v^TM\hat v$, $\theta'=\hat t^TM\hat t$, $s=\hat v^TM\hat t$. Multiplying out, with $v_Av_B=\sqrt{C_AC_B}$,
$$C\theta_p=C_AM_{AA}+C_BM_{BB}+2\sqrt{C_AC_B}\,M_{AB},$$
$$C\theta'=C_BM_{AA}+C_AM_{BB}-2\sqrt{C_AC_B}\,M_{AB},$$
$$Cs=\sqrt{C_AC_B}\,(M_{BB}-M_{AA})+(C_A-C_B)M_{AB}.$$
$\chi/C$ is the $\hat v\hat v$ element of the inverse, the cofactor $T-\theta'$ over the determinant $(T-\theta_p)(T-\theta')-s^2$. Inverting gives Néel's hyperbola,
$$\frac1\chi=\frac TC+\frac1{\chi_0}-\frac\sigma{T-\theta'},\qquad\frac1{\chi_0}=-\frac{\theta_p}C,\qquad\sigma=\frac{s^2}C\ge0.\tag{3}$$
Let $w_\pm=(\hat v\cdot e_\pm)^2$, so $w_++w_-=1$ and $(\hat t\cdot e_\pm)^2=w_\mp$. Then $\theta_p=w_+\lambda_++w_-\lambda_-$ and $\theta'=w_-\lambda_++w_+\lambda_-$. The determinant gives $s^2=\theta_p\theta'-\lambda_+\lambda_-=w_+w_-(\lambda_+^2+\lambda_-^2)+(w_+^2+w_-^2-1)\lambda_+\lambda_-=w_+w_-(\lambda_+-\lambda_-)^2$, using $w_+^2+w_-^2-1=-2w_+w_-$.

The pole lies $T_c-\theta'=w_+(\lambda_+-\lambda_-)\ge0$ below $T_c$. For $\sigma>0$ the curve lies under its asymptote and bends downward, since its second derivative is $-2\sigma/(T-\theta')^3$. For $w_-=0$, (3) is a Curie–Weiss law with $\theta_p=T_c$, as in a ferromagnet. For $w_+=0$ it is one with $\theta_p=\lambda_-$, and $\chi$ stays finite at $T_c$, as in an antiferromagnet, because the ordering mode carries no moment.

A straight line tangent to $1/\chi$ at $T$ cuts the axis at $\theta_{\rm app}=T-\chi^{-1}/(\chi^{-1})'$. With $D=T-\theta'$, $(\chi^{-1})'=(1+s^2/D^2)/C$, so $T-\theta_{\rm app}=(T-\theta_p-s^2/D)/(1+s^2/D^2)$. Subtracting this from $T-\theta_p$,
$$\theta_{\rm app}-\theta_p=\frac{(T-\theta_p)s^2/D^2+s^2/D}{1+s^2/D^2},\tag{4}$$
which is positive above $T_c$ for $s\ne0$ and decays as $2s^2/T$.

### (c) Compensation

Assume that the nonzero bonds connect the whole lattice, that all A–A and B–B bonds are $\ge0$, that all A–B bonds are $\le0$, and that every site has at least one nonzero A–B bond. The entropy depends on the lengths $|\mathbf m_i|$ alone, and $-J_{ij}\mathbf m_i\cdot\mathbf m_j\ge-|J_{ij}||\mathbf m_i||\mathbf m_j|$ with equality for A up and B down. The minimum is therefore collinear, and the lengths obey $m_i=\Phi_i(m)=f_i(\sum_j|J_{ij}|m_j/T)$. Antiferromagnetic bonds inside a sublattice void this argument, and canted states must then be examined.

A solution with all lengths positive is unique. Given two, $m$ and $m'$, label them so that $\tau=\min_im_i/m_i'<1$. $\Phi$ is increasing and $m\ge\tau m'$, so $m_i=\Phi_i(m)\ge\Phi_i(\tau m')>\tau\Phi_i(m')=\tau m_i'$ for every $i$, which contradicts equality at the minimising site. On a connected lattice a nonzero solution is positive everywhere, since a site with a polarised neighbour feels a field. The two-sublattice solution is thus the ordered state. It is continuous in $T$: a limit of minima of $F$ is a minimum, and below $T_c$ that is the unique positive solution. For $T\to0$ it minimises the energy, so $|m_p|\to S_p$.

At the linear level, with $r=|m_B|/m_A$, $\lambda=c_A(J_{AA}+|J_{AB}|r)$ and $\lambda r=c_B(|J_{BA}|+J_{BB}r)$. Eliminating $\lambda$,
$$\varphi(r)=c_B(|J_{BA}|+J_{BB}r)-r\,c_A(J_{AA}+|J_{AB}|r)=0 .$$
This parabola opens downward with $\varphi(0)>0$, so it has one positive root $r_+$, and since $\lambda$ grows with $r$ that root belongs to $\lambda_+$. It gives a positive eigenvector $\epsilon_i=|m_i|/\sqrt{c_i}$ of the non-negative site matrix $W=\sqrt{c_ic_j}|J_{ij}|$. For any other eigenpair $(\lambda,y)$, take the site maximising $R=|y_i|/\epsilon_i$. Then $|\lambda||y_i|\le\sum_jW_{ij}|y_j|\le R\lambda_+\epsilon_i=\lambda_+|y_i|$. The $2\times2$ matrix therefore gives the unrestricted $T_c$ under these signs.

The moment $\mu=\mu_Bn_Bg_Bm_A(\rho-r)$ vanishes at $r=\rho$. Inserting $|m_B|=\rho m_A$ and $y=m_A/T$, the equations are $m_A=f_A(ay)$ and $\rho m_A=f_B(by)$ with $a=J_{AA}+\rho|J_{AB}|$, $b=|J_{BA}|+\rho J_{BB}$. Hence
$$G(y)=f_B(by)-\rho f_A(ay)=0,\qquad T_{\rm comp}=f_A(ay)/y.\tag{5}$$
Each positive root builds a positive solution, which by uniqueness is the state at that $T$, so roots and compensation points correspond one to one. The ends are $G(\infty)=S_B-\rho S_A$, positive when B dominates at $T=0$, and $G'(0)=c_Bb-\rho c_Aa=\varphi(\rho)$, negative if and only if $\rho>r_+$, when A dominates just below $T_c$. Opposite signs force a root. This condition is sufficient; equal signs leave open an even number of crossings. From $\rho m_A=f_B(by)$ and $T=m_A/y$,
$$T_{\rm comp}=\frac{c_Bb}\rho\cdot\frac{f_B(by)}{c_Bby}<\frac{c_Bb}\rho.\tag{6}$$
Replacing $\rho$ by $n_A/n_B$ gives the temperature where the net spin $\sum n_pm_p$ vanishes.

### (d) Numbers

$M_{AA}=\tfrac23\times600=400$ K, $M_{BB}=0$, and $M_{AB}=\sqrt{\tfrac23\times5.25\times2}\,(-48)=-127.0$ K. Then $\lambda^2-400\lambda-16128=0$ gives $\lambda_-=-36.9$ K and
$$T_c=436.9\ \text{K}\quad(37.65\ \text{meV}).$$
The top eigenvalue of the bare $J$, 607.6 K, is not the ordering temperature. With $e_+=(0.9603,-0.2791)$ and $v=(2.5403,4.5826)$, $v\cdot e_+=2.4394-1.2791=1.1603$ and $w_+=1.1603^2/27.453=0.0490$.

The cross term is $2\times2.5403\times4.5826\times127.0/27.453=107.7$ K, so $\theta_p=94.0-107.7=-13.7$ K and $\theta'=306.0+107.7=413.7$ K. Also $s=[-11.641\times400+14.547\times127.0]/27.453=-102.3$ K. Per mole of cells, $N_A\mu_B^2/k_B=0.37515$ emu K/mol gives $C=10.30$ emu K/mol ($1.294\times10^{-4}$ m³ K/mol), $1/\chi_0=1.328$ mol/emu and $\sigma=10470/10.30=1017$ K mol/emu. At 500 K, $1/\chi=49.88-1016.6/86.3=38.10$ mol/emu.

| $T$ (K) | $1/\chi$ (mol/emu) | asymptote | $\theta_{\rm app}$ (K) |
|---|---|---|---|
| 450 | 17.03 | 45.02 | 430.4 |
| 600 | 54.13 | 59.59 | 171.7 |
| 1000 | 96.69 | 98.42 | 33.6 |

At 1000 K, more than twice $T_c$, the tangent still has the wrong sign of $\theta_p$: in (4), $D=586.3$ K, $s^2/D^2=0.0305$, and the shift is $(30.9+17.9)/1.0305=47.3$ K.

For compensation, $a=600+2.2\times48=705.6$ K, $b=96$ K, $G'(0)=504-1034.9=-530.9$ K and $G(\infty)=3.5-2.2=1.3$. A scan of $G$ finds one root, $y=5.371\times10^{-3}$ K⁻¹, where $m_A=f_A(3.790)=0.9769$ and $|m_B|=f_B(0.5156)=2.149$. So
$$T_{\rm comp}=0.9769/(5.371\times10^{-3})=181.9\ \text{K}\quad(15.67\ \text{meV}),$$
or $0.416\,T_c$. The net moment runs from $-2.60\,\mu_B$ per cell at $T=0$ through $-0.48$ (150 K), $+0.24$ (200 K) and $+1.13$ (350 K) to $+0.436$ (430 K). Equation (2) reads $3.538\sqrt{(T_c-T)/T}$ and gives 0.449 at 430 K, 3% above the full value. The ratio $r$ is 2.2 at $T_{\rm comp}$ and 1.154 at $T_c$, so it passes $n_A/n_B=2$ in between, and the spin compensation lies higher, at 212.3 K.

For $J_{AB}<0$ the components of $e_-$ share a sign, so $w_-\ne0$ and $s=0$ means $w_+=0$, that is $r_+=\rho$. This needs $M_{AB}=-11.641\times400/14.547=-320.1$ K, or $J_2=-12\times320.1/127.0=-30.25$ K. There $T_c=577.5$ K, $\theta_p=-177.5$ K, and $\chi(T_c)=10.30/754.9=0.0136$ emu/mol is finite. At $J_2=-30$ K, $T_{\rm comp}=569.4$ K lies just under $T_c=575.2$ K. At $J_2=-35$ K, scans of $G$ and of $\mu(T)$ find no sign change.

Reversing $J_1$ to $-100$ K breaks the sign assumption. The $2\times2$ matrix then has $M_{AA}=-400$ K and top eigenvalue 36.9 K. Splitting A into two alternating sublattices admits the vector $(1,-1,0)$, whose field on B cancels and whose eigenvalue is $\tfrac23\times600=400$ K. A periodic 96-site cluster, which samples a finite set of wavevectors, also gives 400 K.

The program checks $T_c$, (2)–(5) and the collinear state against the nonlinear equations with explicit Boltzmann sums, a finite-difference Hessian of $F$, and the cluster.

## Estimate against solution

For $T_c$, the estimate 400 K is 8.4% below 436.9 K and 440.3 K is 0.8% above it, both relative to the exact mean-field value. The characteristic equation can be written $\lambda_+=400+16128/\lambda_+$. The estimate put 400 in the denominator, which overstates the shift, 40.3 K against 36.9 K. The expansion parameter is $(M_{AB}/M_{AA})^2\approx0.10$.

The decoupled values of $\theta_p$ and $\theta'$ each miss by 107.7 K, and $\theta_p$ has the wrong sign. These two quantities are linear in $M_{AB}$, while $T_c$ shifts at second order, and the factor $2\sqrt{C_AC_B}/C=0.85$ of the cross term outweighs the factor $C_A/C=0.24$ of $M_{AA}$ enough to reverse the sum. Their total $\theta_p+\theta'=\operatorname{tr}M=400$ K is reproduced, since the trace does not contain $M_{AB}$.

The estimate 229.1 K for $T_{\rm comp}$ is the upper bound in (6), 26% above the exact value relative to it. The whole difference is the saturation of B: $f_B/(c_Bby)=2.149/(5.25\times0.5156)=0.794$, and $229.1\times0.794=181.9$ K. At compensation B already holds $2.149/3.5=61\%$ of its full spin, outside the range of the Curie law.

## Computed results

```
A: n=2 S=1.0 g=2.2;  B: n=1 S=3.5 g=2.0
bonds J1=100.0 K J2=-12.0 K J3=0.0 K
J_AA=600.0 J_AB=-48.0 J_BA=-96.0 J_BB=0.0 K
cA=0.66667 cB=5.25000 kapA=0.11111 kapB=5.68750
M_AA=400.000 M_AB=-126.996 M_BB=0.000 K
lambda+ = Tc = 436.913 K = 37.650 meV; lambda- = -36.913 K
Tc from nonlinear branch = 436.913 K; cluster (96 sites) = 436.913 K
largest eigenvalue of bare J = 607.584 K
random models: worst relative Tc error (Hessian) = 2.3e-06
e+ = (0.96026, -0.27911); mB/mA at Tc = -1.15355
vA=2.54034 vB=4.58258 CA=6.45333 CB=21.00000 C=27.45333 (muB^2/kB)
v.e+ = 1.16032; w+ = 0.04904; w- = 0.95096
N_A muB^2/kB = 0.37515 emu K/mol
C = 10.2991 emu K/mol = 1.2942e-04 m^3 K/mol
theta_p = -13.677 K; theta' = 413.677 K; s = -102.325 K; s^2 = 10470.3 K^2
1/chi0 = 1.3279 mol/emu; sigma = 1016.63 K mol/emu
T(K)  1/chi numeric, hyperbola, asymptote (mol/emu), tangent intercept (K)
   450   17.0330   17.0330   45.0212    430.37
   500   38.0991   38.0991   49.8760    336.85
   600   54.1294   54.1294   59.5857    171.69
   800   76.3733   76.3733   79.0049     64.99
  1000   96.6902   96.6902   98.4241     33.61
T=0 moments: A 4.40, B 7.00, net -2.60 muB/cell
quartic sum = 0.10753; mu = 3.5384 sqrt((Tc-T)/T) muB/cell near Tc
T(K)  mA  mB  net moment (muB/cell)
    50  1.00000  -3.32821  -2.25642
   100  0.99938  -2.88265  -1.36804
   150  0.99118  -2.42142  -0.48163
   200  0.96469  -2.00385   0.23694
   250  0.91259  -1.63332   0.74874
   300  0.82730  -1.29448   1.05117
   350  0.69482  -0.96323   1.13074
   400  0.47529  -0.59059   0.91011
   430  0.21137  -0.24716   0.43574
rho = 2.200; a = 705.60 K; b = 96.00 K
G'(0) = -530.88 K; G(inf) = 1.300
root y = 5.370858e-03 1/K; a y = 3.78968; b y = 0.51560
at T_comp: mA = 0.97691; |mB| = 2.14920
T_comp = 181.891 K = 15.674 meV (direct 181.891 K); /Tc = 0.4163
angular momentum: rho = 2.000; T = 212.261 K (direct 212.261 K)
critical J2 = -30.247 K: Tc = 577.452 K, theta_p = -177.452 K
  chi at Tc = 0.01364 emu/mol
J2=-30 K: Tc = 575.233 K, T_comp = 569.427 K
J2=-35 K: Tc = 620.951 K, compensation points = 0
J1=-100 K: 2x2 36.913 K, 3x3 400.000 K, cluster 400.000 K
```
